# Direct flux to the bottom of a long trench

## A number to explain

A trench 100 nm wide and 200 nm deep is cut into a wafer, and atoms arrive from all directions above it. The centre of its bottom receives 24.3 % of the flux that falls on the open surface beside it. At the bottom centre of a round hole with the same width and depth, the figure is 5.9 %. Both points look up at an opening that spans 14.04° to either side of the vertical, yet their supplies differ by a factor of about four.

For an infinitely long trench of width $w$ and depth $h$, the fraction at the bottom centre is

$$F_0=\frac{1}{\sqrt{1+(2h/w)^2}} .$$

These notes derive this result, compare it with the hole, and find how far it moves when its assumptions are relaxed.

## What is being counted

The trench has vertical walls and runs along $y$. Its cross-section lies in the $xz$ plane, with $z$ pointing up, the bottom at $z=0$ and the mouth at $z=h$. The centre line of the bottom is $x=0$.

The *direct flux* counts particles that reach the bottom without first touching a wall. The *fraction* $F$ is this flux per unit area divided by the flux per unit area on the open, flat wafer surface. Three assumptions enter:

- the source fills the whole half-space above the wafer and obeys the cosine law derived below;
- particles fly in straight lines inside the trench, without collisions;
- the shape of the trench does not change.

$F$ is a ratio of incident fluxes. It is also a ratio of film thicknesses if every particle sticks where it first lands and the film is too thin to alter the geometry.

## Where the cosine comes from

Let a gas have $f(v)\,d^3v$ particles per unit volume with velocity in $d^3v$, where $f$ depends on the speed $v$ but not on direction. Particles with velocity at angle $\theta$ to the surface normal strike an area $dA$ during $dt$ if they start inside a slanted column of volume $v\cos\theta\,dA\,dt$. With $d^3v=v^2\,dv\,d\Omega$, the flux from the solid angle $d\Omega$ is

$$d\Gamma=\left[\int_0^\infty f(v)\,v^3\,dv\right]\cos\theta\,d\Omega\equiv J\cos\theta\,d\Omega .$$

The intensity $J$ is the same for every direction. The cosine is the projection of the surface onto a plane across the beam. On the open surface the whole upper hemisphere contributes:

$$\Gamma_0=J\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=J\cdot2\pi\cdot\frac12=\pi J .$$

Without collisions or forces, the intensity does not change along a straight ray. A point on the trench bottom therefore receives the same $J$ from each direction in which it sees the source, and no direct flux from directions blocked by a wall. Dividing by $\Gamma_0=\pi J$ gives

$$F=\frac1\pi\int_{\text{visible sky}}\cos\theta\,d\Omega . \tag{1}$$

The problem is now one of geometry.

## Angles that suit a slot

Write the unit vector from the bottom point towards the source as

$$\mathbf n=(\cos\beta\sin\alpha,\ \sin\beta,\ \cos\beta\cos\alpha).$$

Here $\alpha$ is the angle from the vertical after projection onto the cross-section, and $\beta$ is the tilt out of the cross-section, along the trench. Both run from $-\pi/2$ to $\pi/2$ over the upper hemisphere. The vertical component gives

$$\cos\theta=\cos\alpha\cos\beta .$$

For the solid angle we need the area swept on the unit sphere. The two derivatives are

$$\partial_\alpha\mathbf n=\cos\beta\,(\cos\alpha,\,0,\,-\sin\alpha),\qquad
\partial_\beta\mathbf n=(-\sin\beta\sin\alpha,\ \cos\beta,\ -\sin\beta\cos\alpha).$$

Their lengths are $\cos\beta$ and 1. Their scalar product is $\cos\beta\sin\beta(-\sin\alpha\cos\alpha+\sin\alpha\cos\alpha)=0$, so they are perpendicular, and

$$d\Omega=\cos\beta\,d\alpha\,d\beta .$$

A ray from position $x$ on the bottom reaches the mouth at the lateral position $x+h\tan\alpha$. This does not contain $\beta$. Because the lateral displacement grows steadily with height, a ray that lies between the walls at the mouth has lain between them all the way up. The visible sky is thus $-a_1<\alpha<a_2$ with

$$\tan a_1=\frac{w/2+x}{h},\qquad \tan a_2=\frac{w/2-x}{h},$$

and $\beta$ is unrestricted because the trench has no ends.

## The integral

Equation (1) becomes a product of two single integrals:

$$F=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta\int_{-a_1}^{a_2}\cos\alpha\,d\alpha .$$

One factor $\cos\beta$ comes from the projection and the other from the solid angle. Since $\cos^2\beta=\frac12(1+\cos2\beta)$ and the second term integrates to zero, the first integral is $\pi/2$. The second is $\sin a_2-\sin(-a_1)=\sin a_2+\sin a_1$. Hence

$$F=\tfrac12(\sin a_1+\sin a_2). \tag{2}$$

At the centre, $a_1=a_2=a$ with $\tan a=w/(2h)$, so $F_0=\sin a$. In the right triangle with legs $w/2$ and $h$,

$$F_0=\sin a=\frac{w/2}{\sqrt{h^2+(w/2)^2}}=\frac{1}{\sqrt{1+(2h/w)^2}} , \tag{3}$$

where the last step divides numerator and denominator by $w/2$.

For the example, $2h/w=4$ and $F_0=1/\sqrt{17}=0.2425$. Two random samples of two million particles each test this without using (3). In the first, particles entered the mouth with cosine-distributed directions and were followed down to a central strip 10 nm wide; they gave 0.2428. In the second, velocities were drawn from a Maxwellian gas and weighted by their normal component, with no cosine law put in; they gave 0.2427.

## Shallow and deep trenches

For $h\ll w$, expanding the square root gives $F_0\approx1-2(h/w)^2$. The loss starts quadratically, because the first directions to be blocked are near the horizon, where the cosine is small.

For $h\gg w$, write (3) as

$$F_0=\frac{w}{2h}\left[1+\left(\frac{w}{2h}\right)^2\right]^{-1/2}\approx\frac{w}{2h}\left(1-\frac{w^2}{8h^2}\right).$$

The leading term $w/(2h)$ gives 0.250 for the example, 3.1 % above the full result, as the correction $w^2/(8h^2)=1/32$ suggests. The fraction is 0.707 at $h/w=0.5$, 0.447 at 1, 0.0995 at 5 and 0.0499 at 10. From 5 to 10, doubling the depth at fixed width nearly halves the supply.

To find the aspect ratio for a required fraction, square (3) and invert it, $1/F_0^2=1+4(h/w)^2$, so that

$$\frac hw=\frac12\sqrt{\frac1{F_0^2}-1}.$$

A centre fraction of 0.1 corresponds to $h/w=4.975$. As a design limit this holds for a cosine source, direct flux and a mouth that stays open to its full width.

## Across the bottom

Equation (2) also gives the profile:

$$F(x)=\frac12\left[\frac{w/2+x}{\sqrt{h^2+(w/2+x)^2}}+\frac{w/2-x}{\sqrt{h^2+(w/2-x)^2}}\right].$$

The derivative of $u/\sqrt{h^2+u^2}$ is $h^2/(h^2+u^2)^{3/2}$, which falls as $u>0$ grows. Moving right from the centre lengthens the first distance, $w/2+x$, and shortens the second, so the first term gains less than the second loses. The centre is therefore the maximum. At the corner, $x=w/2$, the second term vanishes and

$$F_{\text{corner}}=\frac{w}{2\sqrt{h^2+w^2}}=\frac{1}{2\sqrt5}=0.2236 .$$

For the mean over the bottom, both terms give the same integral by symmetry. With $u=w/2+x$,

$$\bar F=\frac1w\int_0^w\frac{u\,du}{\sqrt{h^2+u^2}}=\frac{\sqrt{h^2+w^2}-h}{w}=\sqrt{1+\left(\frac hw\right)^2}-\frac hw .$$

This is $\sqrt5-2=0.2361$ here. The flux entering the mouth is $\Gamma_0$ per unit area, and mouth and bottom have equal areas, so $\bar F$ is also the share of entering particles that reach the bottom directly. The other 76 % strike a wall first.

## Why the round hole is so much darker

At the bottom centre of a round hole of diameter $w$, the visible sky is the cone $\theta<a$, with the same $a$ as before. Equation (1) gives

$$F_{\text{hole}}=\frac1\pi\cdot2\pi\int_0^a\cos\theta\sin\theta\,d\theta=\sin^2a=\frac{1}{17}=0.0588 .$$

The ratio of trench to hole is $1/\sin a=\sqrt{17}\approx4.1$, which answers the opening question. The hole restricts the sky in two directions and the trench in one. For deep features the hole's fraction falls as $(w/2h)^2$ and the trench's as $w/(2h)$.

## Ends at a finite distance

Let the trench have length $L$, with the point midway between its ends. An area $dA$ of the mouth at distance $r$ from the point has $\cos\theta=h/r$ and subtends $d\Omega=(h/r)\,dA/r^2$, so it contributes $h^2dA/(\pi r^4)$ to $F$. For $L/2$ much larger than $h$ and $w$, $r\approx|y|$ in the missing parts, and the two ends together remove

$$\Delta F\approx2w\int_{L/2}^\infty\frac{h^2}{\pi y^4}\,dy=\frac{2wh^2}{3\pi(L/2)^3}=\frac{16\,wh^2}{3\pi L^3}.$$

For $L=2000$ nm this is about 0.0008. Integration over the finite mouth gives 0.2417, a drop of 0.33 % relative to $F_0$. The inverse cube makes a trench ten times longer than it is deep nearly infinite for this purpose. A point close to an end is another matter: at the end itself, one half of the sky along $y$ is cut off and the fraction is halved.

## A source that is not a cosine source

Suppose that the flux per solid angle on the flat surface varies as $\cos^m\theta$; the cosine source is $m=1$. Since $\cos^m\theta\,d\Omega=\cos^m\alpha\,\cos^{m+1}\beta\,d\alpha\,d\beta$, the $\beta$ integral is the same for trench and open surface and cancels:

$$F_m=\frac{\int_0^a\cos^m\alpha\,d\alpha}{\int_0^{\pi/2}\cos^m\alpha\,d\alpha}.$$

For $m=2$ the numerator is $\frac12(a+\sin a\cos a)$ and the denominator is $\pi/4$, so

$$F_2=\frac2\pi\,(a+\sin a\cos a).$$

With $a=14.04^\circ=0.245$ rad and $\sin a\cos a=4/17=0.235$, this gives $F_2=0.306$. At equal flux on the open surface, the modest change from $m=1$ to $m=2$ raises the centre supply by 26 %.

## Particles that do not stick

Let each impact lead to sticking with probability $s$, and let the remainder leave the surface again with a cosine distribution. Divide walls and bottom into long strips. Let $G_i$ be the total incident flux on strip $i$ in units of $\Gamma_0$, and $D_i$ its direct part. Strip $j$ sends out $(1-s)G_j$, with intensity $(1-s)G_j/\pi$. By the reasoning behind (1), strip $i$ receives this intensity weighted by the part of its sky that strip $j$ fills:

$$G_i=D_i+(1-s)\sum_jK_{ij}G_j,\qquad K_{ij}=\frac1\pi\int_{j}\cos\theta\,d\Omega ,$$

averaged over strip $i$. The sky of each strip consists of the mouth and the other strips, so $D_i+\sum_jK_{ij}=1$. If $s=0$, then $G_i=1$ solves the equations: without loss, every surface in the trench receives the open-field flux, whatever the aspect ratio. With a cosine source, a total supply below the open-field value therefore requires that particles be consumed. Other angular distributions can give an uneven supply even without loss.

Solving the equations for the example gives these incident fractions at the bottom centre:

| Sticking $s$ | Centre fraction | Change from $F_0$ |
|---|---|---|
| 0.9 | 0.254 | +4.7 % |
| 0.5 | 0.343 | +42 % |
| 0.1 | 0.698 | +188 % |

If $s$ is the same everywhere, the film grows in proportion to $sG$ in the trench and $s$ on the open surface, so $G$ is also the thickness ratio at fixed geometry. For $s=0.9$ the direct flux is a good first estimate. For $s=0.1$ most of the supply comes by way of other surfaces, and $F_0$ is the wrong quantity to use.

## The mouth closes as the film grows

Take $s=1$ and a film of thickness $t=20$ nm on the open surface. With fixed geometry the bottom centre gets $0.2425\times20\ \text{nm}=4.85$ nm. Meanwhile, film on the mouth corners narrows the opening.

Consider first a surface whose normal is tilted by $\phi$ from the vertical, with nothing blocking the source above the horizon. Measured from its normal, the source spans angles from $\phi-\pi/2$ to $\pi/2$ in the cross-section. The integral that led to (2) gives

$$\tfrac12\left[\sin\tfrac\pi2-\sin\left(\phi-\tfrac\pi2\right)\right]=\tfrac12(1+\cos\phi).$$

A flat top receives 1 and a vertical wall at the mouth receives ½.

A sharp corner then grows into a circular arc of radius $t/2$, centred $t/2$ above the original corner. To see this, follow the arc point with normal angle $\phi$. Per unit of $t$, the centre rises by ½, which moves the surface by $\frac12\cos\phi$ along the normal, and the growing radius adds ½. The sum is the required rate. The arc joins the top film at height $t$ and reaches $t/2$ into the opening.

Let $b$ be the film thickness at the bottom centre. The arc's centre lies at horizontal distance $w/2$ and height $H=h+t/2-b$ from the growing surface. The last free ray is tangent to the arc. Its angle from the vertical is that of the centre, less the angle subtended by the radius:

$$a(t)=\arctan\frac{w/2}{H}-\arcsin\frac{t/2}{\sqrt{(w/2)^2+H^2}},\qquad \frac{db}{dt}=\sin a(t).$$

Integration to $t=20$ nm gives $b=4.32$ nm, 10.9 % below the fixed-geometry value. At the end, $H=205.7$ nm, the two angles are 0.238 and 0.047 rad, and the centre fraction has fallen to 0.190. This estimate neglects the shadow that each bulge casts on the other. That shadow would slow the inward growth, so the estimate makes the narrowing somewhat too strong.

## Collisions in the gas

For hard spheres of diameter $d$ at pressure $p$ and temperature $T$, the mean free path is $\lambda=k_BT/(\sqrt2\,\pi d^2p)$. Here $\pi d^2$ is the collision cross-section, $p/(k_BT)$ is the number density, and $\sqrt2$ is the ratio of mean relative speed to mean speed. For argon at 5 mTorr and 300 K, with a rough diameter of 0.4 nm, $\lambda=8.7$ mm; a diameter of 0.36 nm would give about 11 mm, so only the scale of about a centimetre is firm. The trench depth is $2.3\times10^{-5}$ of this, so straight flight inside the trench is a safe assumption. The value describes thermal argon; a fast metal atom crossing the gas has a different free path.

Collisions matter above the wafer instead. If the source is several centimetres away, an atom may collide several times on its way, and these collisions help to set the angular distribution. The derivation takes that distribution as given.

## Beside a real liner process

The example has the rough scale of a thin metal liner, such as titanium, sputtered into a trench. A pressure of a few mTorr is usual for sputtering, and sticking of metal atoms close to 1 is a reasonable assumption. An aspect ratio of 2 is modest; many features are deeper relative to their width. A real target does not fill the half-space above the wafer. Take a round target that emits uniformly by the cosine law, with no collisions on the way, and a trench on its axis. If the target spans 60° from the vertical, the centre fraction relative to the open surface is 0.304 (+25 %); at 45° it is 0.394 (+62 %). The target's size and distance are thus part of the angular distribution.

For the changes chosen here, the angular distribution has the largest effect on such a liner: $m=2$ in place of $m=1$ moves the centre fraction by +26 %. The order depends on these choices; a thicker film, for instance, closes the mouth further. Mouth narrowing moves the film thickness by −11 %, sticking of 0.9 moves the fraction by +5 %, and the finite length by −0.3 %. Each figure changes one assumption with the others held fixed, so they should not simply be added.

Processes that ionise part of the metal and draw it towards the wafer can break the cosine assumption more strongly. If a share $\chi$ of the open-field flux arrives vertically and the rest follows the cosine law, the centre fraction is $\chi+(1-\chi)F_0$. For $\chi=0.5$ this is 0.62, about two and a half times $F_0$. Energetic ions can also remove film from the bottom and throw it onto the walls, which is not included here.

For weakly sticking precursors in chemical vapour deposition, or weakly reacting neutral species in etching, the calculation with re-emission is the better guide. The values in the table are for $h/w=2$ and equal sticking on walls and bottom; other aspect ratios, or walls and bottom that react differently, need their own solution. There, $F_0$ describes first arrivals and not the total supply. The numerical output below lists the main values used in these notes.

## Numbers as computed

```
Trench width w: 100 nm
Trench depth h: 200 nm
Aspect ratio h/w: 2.0
Trench length L: 2000 nm
Field film thickness: 20 nm
Half opening angle a: 14.04 deg
Centre fraction F0, formula: 0.24254
Centre fraction, mouth-plane quadrature: 0.24254
Centre fraction, particles followed forward: 0.2428
Centre fraction, Maxwellian gas sample: 0.2427
Deep-trench estimate w/(2h): 0.2500
Deep-trench estimate, error: 3.08 %
Bottom corner fraction: 0.22361
Mean over the bottom, formula: 0.23607
Mean over the bottom, particles: 0.2366
Round hole of diameter w, centre: 0.05882
F0 at h/w = 0.5: 0.70711
F0 at h/w = 1.0: 0.44721
F0 at h/w = 5.0: 0.09950
F0 at h/w = 10.0: 0.04994
h/w for a centre fraction of 0.1: 4.975
Bottom thickness, fixed geometry: 4.85 nm
Finite length L, centre fraction: 0.24173
Finite length L, change: -0.33 %
Source cos^2, centre fraction: 0.30575
Source cos^2, change: 26.1 %
Sticking 0.9, centre incident fraction: 0.2540
Sticking 0.9, change: 4.7 %
Sticking 0.5, centre incident fraction: 0.3435
Sticking 0.5, change: 41.6 %
Sticking 0.1, centre incident fraction: 0.6980
Sticking 0.1, change: 187.8 %
Mouth narrowing, final centre fraction: 0.1901
Mouth narrowing, bottom thickness: 4.32 nm
Mouth narrowing, thickness change: -10.9 %
Argon pressure: 5 mTorr
Gas temperature: 300 K
Collision diameter (rough): 0.4 nm
Mean free path: 8.7 mm
Trench depth / mean free path: 2.3e-05
```
